# Silicon (001) Subbands in a Hard-Wall Triangular Well

## Problem

Electrons in silicon are pressed by an electric field of 0.1 MV/cm against an oxide on a (001) surface. Take the oxide as an impenetrable wall at $z=0$ and the field as uniform for $z>0$. Energies are measured from the conduction-band edge at the wall.

The conduction band has six equivalent valleys, two along each cube axis. Each is a parabolic ellipsoid with mass 0.916 along its own axis and 0.19 across it, in units of the free-electron mass.

1. Which mass governs the motion along $z$ in each valley?
2. Find the ground-state energy for a general normal mass $m$.
3. Evaluate it for both kinds of valley. Which lies lower, and how far from the wall are the electrons on average?
4. Does the lower level also hold most of the electrons? Take a density of $10^{11}$ cm$^{-2}$ at 77 K and at 300 K.

The algebra uses atomic units ($\hbar$, the electron charge and the free-electron mass equal 1). Numbers are in eV and angstrom.

## Hints

- **Part 1.** The surface normal is a cube axis, so the kinetic energy has no cross terms.
- **Part 2.** Shift and rescale $z$ until the equation contains no parameters. Build the decaying solution from two power series.
- **Part 3.** To find $\langle z\rangle$, derive a differential equation for the density $\rho=\psi^2$, multiply it by $z$ and integrate.
- **Part 4.** A subband has an energy and also a density of states. Compare the in-plane masses and the numbers of valleys.

## Solution

### 1. Separating the motion

Let $k_x,k_y$ be measured from the valley minimum, and let $F>0$ be the force towards the wall, so that the potential energy is $Fz$. With $\psi(z)e^{i(k_xx+k_yy)}$ as envelope function, the total energy is

$$E_{\rm tot}=E+\frac{k_x^2}{2m_x}+\frac{k_y^2}{2m_y},\qquad -\frac{1}{2m}\psi''+Fz\,\psi=E\psi .$$

Here $m$ is the mass along $z$. The two valleys on the $z$ axis have $m=0.916$ and in-plane masses $0.19,\,0.19$. The other four have $m=0.19$ and in-plane masses $0.19,\,0.916$. Coupling between valleys is neglected, so the levels are twofold and fourfold in valley number.

### 2. The ground level

The wall requires $\psi(0)=0$, and a bound state must decay at large $z$. Put $z=l(x+\varepsilon)$, $E=\varepsilon Fl$ and $\psi(z)=y(x)$. Since $\psi''=y''/l^2$,

$$-\frac{y''}{2ml^2}+Fl(x+\varepsilon)y=\varepsilon Fl\,y
\quad\Rightarrow\quad y''=2mFl^3\,x\,y .$$

The choice $l=(2mF)^{-1/3}$ leaves $y''=xy$, the Airy equation. The energy unit is then $Fl=(F^2/2m)^{1/3}$.

Insert $y=\sum c_kx^k$. Equating powers gives $c_2=0$ and $(k+3)(k+2)c_{k+3}=c_k$, so two independent solutions are

$$f=1+\frac{x^3}{6}+\frac{x^6}{180}+\dots,\qquad
g=x+\frac{x^4}{12}+\frac{x^7}{504}+\dots$$

Both grow for positive $x$, and one combination must decay. To find it, note that $(fg'-f'g)'=fg''-f''g=0$. The bracket keeps its value at $x=0$, which is 1. Therefore, for $x>0$,

$$\left(\frac fg\right)'=\frac{f'g-fg'}{g^2}=-\frac1{g^2}.$$

The positive ratio $f/g$ falls towards a limit $r$. Integrating from $x$ to infinity gives

$$A(x)\equiv f-rg=g(x)\int_x^\infty\frac{dt}{g(t)^2}>0\qquad(x>0).$$

This function decays. Because $g''=xg>0$, the slope $g'$ increases, and

$$A(x)\le \frac{g(x)}{g'(x)}\int_x^\infty\frac{g'(t)}{g(t)^2}\,dt=\frac1{g'(x)}\to0 .$$

Any independent solution contains some of the growing $g$, so $A$ is the required solution up to a factor. The ratio $f/g$ is 0.756252 at $x=2$, 0.729040 at $x=4$ and 0.729011 at $x=8$, so $r=0.72901$ to five digits.

The wall condition is $A(-\varepsilon)=0$. Since $A(0)=1$ and $A>0$ for $x>0$, every zero is at negative $x$, and the zero nearest the origin gives the lowest energy. At $x=-2.338107$ the series give $f=-0.369104$ and $g=-0.506307$. Their ratio is 0.72901, which equals $r$, so this is a zero.

It remains to exclude a zero nearer the origin. Write $s=-x$ and $S=2.3381$, so that $d^2A/ds^2=-sA$. Suppose $a<b\le S$ are consecutive zeros, with $A>0$ between them (otherwise reverse its sign). If $b-a<\pi/\sqrt S$, a sine $u$ with $u''=-Su$ can be placed so that $u>0$ on all of $[a,b]$. With primes now denoting $d/ds$,

$$\big[A'u-Au'\big]_a^b=\int_a^b(S-s)Au\,ds\ge0 .$$

The left side is $A'(b)u(b)-A'(a)u(a)<0$, a contradiction. Two consecutive zeros are thus at least $\pi/\sqrt S=2.05$ apart, and an earlier zero would need $s\le0.29$. There, however, $f\approx1-s^3/6$ and $-rg\approx r(s-s^4/12)$ are both positive or zero, so $A>0$. Hence $\varepsilon_1=2.3381$ and

$$\boxed{E_1=2.3381\left(\frac{F^2}{2m}\right)^{1/3}}$$

### 3. Numbers and distance from the wall

In ordinary units the factor $1/2$ becomes $\hbar^2/2m_0=3.80998$ eV Å$^2$, with $m_0$ the free-electron mass and $m$ still a pure number. A field of 0.1 MV/cm is $10^5$ V per $10^8$ Å, so $F=10^{-3}$ eV/Å.

For the twofold valleys,

$$E_1=2.3381\left(\frac{3.80998\times10^{-6}}{0.916}\right)^{1/3}\text{eV}=2.3381\times0.016082\ \text{eV}=0.0376\ \text{eV}.$$

For the fourfold valleys,

$$E_1=2.3381\left(\frac{3.80998\times10^{-6}}{0.19}\right)^{1/3}\text{eV}=2.3381\times0.027168\ \text{eV}=0.0635\ \text{eV}.$$

These are about **38 meV and 64 meV**. The twofold valleys lie lower by 0.0259 eV, or 26 meV. Direct diagonalization of the well on a grid gives the same two levels, 0.03760 and 0.06352 eV.

At equal field the ratio of the levels is $(0.916/0.19)^{1/3}=1.689$, whatever the field. A heavier particle pays less kinetic energy for confinement, so it can sit closer to the wall, where its potential energy is also lower. The splitting grows as $F^{2/3}$ and vanishes with the field.

For the mean distance, let $q=2m(Fz-E)$, so that $\psi''=q\psi$. For a real, normalized $\psi$ and $\rho=\psi^2$,

$$\rho'=2\psi\psi',\qquad \rho''=2\psi'^2+2q\rho,\qquad \rho'''=4q\rho'+2q'\rho .$$

Multiply the last equation by $z$ and integrate over $z>0$. The left side is $[z\rho''-\rho']_0^\infty=0$, because $\rho'(0)=2\psi(0)\psi'(0)=0$. On the right, integrate the term with $\rho'$ by parts:

$$0=-4\langle q+zq'\rangle+2\langle zq'\rangle
\quad\Rightarrow\quad 2\langle q\rangle+\langle zq'\rangle=0 .$$

Inserting $q$ and dividing by $2m$ gives $2(F\langle z\rangle-E)+F\langle z\rangle=0$, hence

$$\langle z\rangle=\frac{2E}{3F}.$$

This is 25 Å for the twofold and 42 Å for the fourfold ground state. Two thirds of the energy is potential and one third kinetic.

### 4. Which valleys hold the electrons?

In-plane states with kinetic energy below $K$ fill an ellipse with semi-axes $\sqrt{2m_xK}$ and $\sqrt{2m_yK}$, whose area is $2\pi K\sqrt{m_xm_y}$. Dividing by $(2\pi)^2$, then multiplying by 2 for spin and by the valley number $g_v$, gives $g_vK\sqrt{m_xm_y}/\pi$ states per unit area. The density of states of a subband is therefore constant above its bottom:

$$D=\frac{g_v\sqrt{m_xm_y}}{\pi},\qquad
\frac{D_4}{D_2}=\frac{4\sqrt{0.19\times0.916}}{2\times0.19}=4.39 .$$

With Fermi level $\mu$, the density in subband $i$ is

$$n_i=\int_{E_i}^\infty\frac{D_i\,dE}{e^{(E-\mu)/kT}+1}
=D_ikT\ln\!\left(1+e^{(\mu-E_i)/kT}\right),$$

since $-kT\ln(1+e^{(\mu-E)/kT})$ has the Fermi function as its derivative.

At 300 K, $kT=0.02585$ eV and the Fermi level is at $-0.091$ eV, well below both levels. The logarithm is then nearly its exponential, and the two ground subbands are populated in the ratio

$$\frac{n_4}{n_2}\approx4.39\,e^{-0.02592/0.02585}=4.39\times0.367=1.61 .$$

The higher level holds more electrons, because its larger density of states outweighs the Boltzmann factor.

Excited subbands also count. The second zero of $A$ is at $-4.0879$, which puts the second twofold level at 0.0657 eV, close to the fourfold ground level. Summed over the subbands of the well, with the field held fixed, the twofold share is

- 0.92 at 77 K,
- 0.50 at about 240 K,
- 0.45 at 300 K.

The field thus favours the twofold valleys in energy at every temperature in this model. At this field and density it gives them the majority only below about 240 K; a stronger field raises that temperature. At 300 K they hold less than half, though still more than the one third they would have without confinement.

Both limits can be read from the formulas. At zero temperature the fourfold valleys stay empty until the density exceeds $D_2$ times the splitting, about $4\times10^{12}$ cm$^{-2}$ at this fixed field, far above the density here. In a real interface so many electrons would themselves strengthen the field and widen the splitting, which raises the threshold further. When $kT$ greatly exceeds the level spacings, the sum over levels becomes a classical integral over $z$ and $p_z$. The latter contributes $\sqrt m$, so each valley has weight $\sqrt{m_xm_ym}$. This is the same for all six, and the share returns to one third.

### The model beside a real interface

The chosen field suits a silicon MOS interface near threshold; strong inversion brings larger fields. Take a rough typical acceptor density of $3\times10^{16}$ cm$^{-3}$. By Gauss's law, 0.1 MV/cm corresponds to $6.5\times10^{11}$ charges per cm$^2$. Of these $10^{11}$ are electrons, and the rest are acceptors in a depletion layer about 1800 Å wide. The resulting band bending is about 0.8 V, comparable with the usual threshold estimate $2(kT/e)\ln(N_A/n_i)\approx0.8$ V at 300 K for $n_i\approx10^{10}$ cm$^{-3}$. The closer match of the printed values is an accident of the rough inputs. These inputs are not fully consistent: with the Fermi level of part 4, holding $10^{11}$ electrons per cm$^2$ in equilibrium at 300 K takes a bending of about 0.85 V. A slightly lower acceptor density, about $2.7\times10^{16}$ cm$^{-3}$, would supply it at the same field. The field is about a fifth of the avalanche breakdown field at this doping, roughly 0.5 MV/cm; the often quoted 0.3 MV/cm applies to lightly doped silicon, near $10^{15}$ cm$^{-3}$. Real interfaces break several assumptions, and each moves the levels as follows (eV, each effect taken alone):

| Effect | Twofold | Fourfold |
|---|---:|---:|
| Finite barrier | −0.0009 | −0.0041 |
| Image potential | +0.0075 | +0.0046 |
| Electron screening | −0.0010 | −0.0032 |
| Depletion curvature | −0.0002 | −0.0005 |
| Nonparabolicity | −0.0001 | −0.0004 |

The image term is $Q/z$ with $Q=0.154$ eV Å, for relative permittivities 11.7 (silicon) and 3.9 (oxide). It is repulsive because the oxide is less polarizable, and it acts more strongly on the electrons nearer the wall. The screening entry places all electrons in the twofold ground state, which overstates the effect at 300 K, where many sit farther from the wall. Nonparabolicity lowers a kinetic energy $T$ to about $T-\alpha T^2$, with a rough $\alpha=0.5$ eV$^{-1}$. With $T=E-Fz$ and the moments of $z$ from part 3 and Variation 2, $\langle T^2\rangle=E^2/5$, so the entry is $-\alpha E^2/5$.

All five effects reduce the splitting. Their simple sum takes it from 0.026 to about 0.017 eV, so the order of the levels survives. Lowering the whole fourfold ladder by the difference reduces the 300 K twofold share from 0.45 to about 0.37. This overstates the drop, because excited subbands shift by other amounts than the ground levels; with every level shifted by its own amount the share is about 0.39. The low-temperature results of part 4 are more sensitive: the same corrections lower the 77 K share from 0.92 to about 0.76 and the half-share temperature from 240 K to roughly 150 K. The figure of 240 K belongs to the bare triangular well, not to a device. This is an estimate of size: the effects are not treated self-consistently, and exchange and correlation between electrons are left out. Exchange acts the other way at low temperature: an unscreened first-order estimate lowers the occupied twofold level by about 0.008 eV at 4 K and 0.002 eV at 77 K, and by less than 0.001 eV at 300 K. The hard-wall levels are therefore uncertain by at least several meV, and their last printed digits have no physical weight.

## Variation 1: a barrier of finite height

*Let the oxide be a step of height $V_0=3.1$ eV with mass $m_{\rm ox}=0.5$ (rough values). Neglect the field inside it. How do the levels move?*

For $z<0$ the wave function is proportional to $e^{\kappa z}$, with $\kappa=\sqrt{2m_{\rm ox}(V_0-E)}\approx\sqrt{2m_{\rm ox}V_0}$ because $E\ll V_0$. At the interface $\psi$ and $\psi'/m$ are continuous; the second condition conserves current. On the silicon side, therefore,

$$\frac{\psi(0)}{\psi'(0)}=\frac{m_{\rm ox}}{m\kappa}\equiv\lambda .$$

Near the interface $\psi\approx\psi'(0)(z+\lambda)$, which extrapolates to zero at $z=-\lambda$. To first order in $\lambda/l$, the electron sees a hard wall moved back by $\lambda$. The potential energy at the new wall is $-F\lambda$, and the well beyond it has the same shape, so

$$E\approx E_1-F\lambda .$$

Here $\kappa=\sqrt{0.5\times3.1/3.80998}=0.638$ Å$^{-1}$. This gives $\lambda=0.86$ Å for the twofold and 4.13 Å for the fourfold valleys, and shifts of $-0.0009$ and $-0.0041$ eV. Diagonalization with the finite step gives $-0.00086$ and $-0.00409$ eV. In this model the decay length in the oxide, $1/\kappa=1.6$ Å, is the same for both kinds of valley. The lighter normal mass has the larger extrapolation length $\lambda$ (called "leak length" in the program) and is lowered more, so the splitting shrinks by about 0.003 eV. The model leaves out that the fourfold valleys lie at a large in-plane wave vector, about 1 Å$^{-1}$. If the interface conserves it, their wave function decays faster in the oxide and their shift is roughly halved.

The approximation needs $\lambda\ll l$. The ratio is 0.05 for the twofold and 0.15 for the fourfold valleys. It worsens for a lower barrier or a stronger field.

## Variation 2: a field that weakens with depth

*The acceptors make the force fall as $F-Gz$. Find the first-order shift of the ground level.*

The potential energy is the integral of the force, $Fz-Gz^2/2$, so the shift is $-\tfrac12G\langle z^2\rangle$. For the second moment, multiply $\rho'''=4q\rho'+2q'\rho$ by $z^2$ and integrate. The left side is $[z^2\rho''-2z\rho'+2\rho]_0^\infty=0$. Integrating the right side by parts gives

$$0=-4\langle2zq+z^2q'\rangle+2\langle z^2q'\rangle
\quad\Rightarrow\quad4\langle zq\rangle+\langle z^2q'\rangle=0 .$$

With $q=2m(Fz-E)$ this reads $5F\langle z^2\rangle=4E\langle z\rangle$. Using $\langle z\rangle=2E/3F$,

$$\langle z^2\rangle=\frac{8E^2}{15F^2},\qquad
\Delta E=-\frac{4GE^2}{15F^2}.$$

The acceptors supply the fraction $5.5/6.5=0.85$ of the surface force, and their part falls to zero over about 1800 Å. Hence $G\approx8.5\times10^{-4}/1800=4.7\times10^{-7}$ eV/Å$^2$. The shifts are $-0.0002$ eV for the twofold and $-0.0005$ eV for the fourfold valleys. They are small because the electrons lie within tens of angstroms of the wall. Heavier doping steepens the gradient, and the correction grows in proportion to $G$ if the surface field is held fixed.

Most of the values used are collected in the numerical output below.

## Numbers as computed

```
hbar^2/(2 m0) = 3.80998 eV A^2
field = 0.10 MV/cm; force F = 0.001000 eV/A
normal masses: twofold 0.916, fourfold 0.19 (electron masses)
series ratio f/g at x = 2, 4, 8: 0.756252, 0.729040, 0.729011
at first zero: f = -0.369104, g = -0.506307
eps1 = 2.338107, eps2 = 4.087949 (no unit)
twofold: length scale l = 16.082 A, F*l = 0.016082 eV
twofold: E1 = 0.03760 eV = 37.60 meV
twofold: E1 by finite differences = 0.03760 eV
twofold: mean distance from wall = 25.07 A
fourfold: length scale l = 27.168 A, F*l = 0.027168 eV
fourfold: E1 = 0.06352 eV = 63.52 meV
fourfold: E1 by finite differences = 0.06352 eV
fourfold: mean distance from wall = 42.35 A
energy ratio fourfold/twofold = 1.6893
splitting = 0.02592 eV = 25.92 meV
second twofold level = 0.06574 eV
in-plane DOS masses: twofold 0.1900, fourfold 0.4172 (electron masses)
DOS ratio fourfold/twofold = 4.391
kT at 300 K = 0.02585 eV; Boltzmann factor = 0.3669
ground-subband population ratio 4/2 at 300 K = 1.615
electron density = 1.00e+11 cm^-2 (rough input)
Fermi level at 300 K = -0.0911 eV
twofold share, all subbands: 77 K 0.917, 300 K 0.451
temperature for half share = 237.8 K
acceptors = 3.00e+16 cm^-3; intrinsic = 1.0e+10 cm^-3 (rough)
total sheet density = 6.466e+11 cm^-2; depletion 5.466e+11 cm^-2
depletion width = 1822 A
surface potential = 0.770 V; threshold estimate = 0.771 V
permittivities: Si 11.7, oxide 3.9 (rough, relative)
barrier = 3.1 eV, oxide mass = 0.5 electron masses (rough)
oxide decay constant = 0.6378 1/A
leak length: twofold 0.856 A, fourfold 4.126 A
image strength Q = 0.1538 eV A
nonparabolicity = 0.5 1/eV (rough input)
shift, finite barrier: twofold -0.00086 eV, fourfold -0.00409 eV
shift, image potential: twofold +0.00749 eV, fourfold +0.00462 eV
shift, electron screening: twofold -0.00102 eV, fourfold -0.00319 eV
shift, depletion curvature: twofold -0.00018 eV, fourfold -0.00050 eV
shift, nonparabolicity: twofold -0.00014 eV, fourfold -0.00040 eV
sum of changes in splitting = -0.00887 eV
splitting with summed shifts = 0.01705 eV
300 K twofold share with that rigid change = 0.369
field / rough Si breakdown field = 0.33
oxide field = 0.30 MV/cm; ratio to rough breakdown = 0.030
```
